\section*{Leveque Limiting Current on a Cathode in Laminar Channel Flow}

\section{What is being asked}

\textit{Q.} Metal ions are carried over a flat cathode by a steady laminar stream, and the cathode consumes every ion that reaches it. The bulk concentration hardly changes along the plate. Why should the local current density not be uniform?

\textit{A.} The bulk concentration does not by itself set the rate. Ions cross the last stretch of liquid by diffusion, and the thickness of that stretch can change along the plate. To find it we need the flow and a balance on the ions.

Let two wide parallel plates be a distance $h$ apart. The flow is along $x$, and $y$ is measured from the cathode, which occupies $x>0$ on the wall $y=0$. The wall upstream is inert. Liquid arrives with uniform concentration $c_b$. At the limiting current the concentration at the surface is $c=0$ over the whole cathode. Cathodic current is counted positive, and $n$ electrons are used per ion.

\textit{Q.} Ions also move in the electric field. Where is that?

\textit{A.} I assume an excess of inert supporting electrolyte, which carries most of the current in the bulk liquid with a weak field, so that migration of the reacting ion is small. Its size is estimated later. With constant diffusivity $D$, and flow along $x$ alone, the steady balance is
\begin{equation}
u(y)\,\frac{\partial c}{\partial x}
= D\left(\frac{\partial^2 c}{\partial x^2}+\frac{\partial^2 c}{\partial y^2}\right).
\label{full}
\end{equation}

\section{The flow near the wall}

\textit{Q.} What is $u(y)$?

\textit{A.} In fully developed flow a constant pressure gradient $-G$ balances viscous stress: $\mu u''=-G$. Integrating twice with $u(0)=u(h)=0$ gives $u=Gy(h-y)/(2\mu)$. The mean velocity is
\begin{equation}
U=\frac1h\int_0^h\frac{G}{2\mu}\,y(h-y)\,dy
=\frac{G}{2\mu h}\left(\frac{h^3}{2}-\frac{h^3}{3}\right)=\frac{Gh^2}{12\mu}.
\end{equation}
Eliminating $G$,
\begin{equation}
u=\frac{6U}{h}\,y\left(1-\frac yh\right)=\gamma y\left(1-\frac yh\right),
\qquad \gamma=\frac{6U}{h}.
\label{flow}
\end{equation}
If the depleted layer is thin compared with $h$, then $u\approx\gamma y$ inside it, where $\gamma$ is the wall shear rate.

\textit{Q.} And the streamwise diffusion term?

\textit{A.} Let the layer have thickness $\delta$ at distance $x$. Then $\partial^2c/\partial x^2$ is of order $c_b/x^2$ and $\partial^2c/\partial y^2$ of order $c_b/\delta^2$. Their ratio is $(\delta/x)^2$, so I drop the first where $\delta\ll x$. What remains is
\begin{equation}
\gamma y\,\frac{\partial c}{\partial x}=D\,\frac{\partial^2c}{\partial y^2},
\label{lev}
\end{equation}
with $c=0$ at $y=0$, $c=c_b$ at $x=0$, and $c\to c_b$ far from the wall on the scale of $\delta$.

\section{Where the cube root comes from}

\textit{Q.} This is a partial differential equation. Why expect a simple power of $x$?

\textit{A.} Equation (\ref{lev}) and its boundary conditions contain no fixed length along the plate. So I try a profile whose shape is the same everywhere and whose thickness alone varies:
\begin{equation}
c=c_b f(\eta),\qquad \eta=\frac{y}{\delta(x)}.
\end{equation}
At fixed $y$, $\partial\eta/\partial x=-y\delta'/\delta^2=-\eta\delta'/\delta$. Hence
\begin{equation}
\frac{\partial c}{\partial x}=-c_b\frac{\eta\delta'}{\delta}f',\qquad
\frac{\partial^2c}{\partial y^2}=\frac{c_b}{\delta^2}f''.
\end{equation}
Put these into (\ref{lev}) with $y=\eta\delta$:
\begin{equation}
-\gamma c_b\,\eta^2\delta' f'=\frac{Dc_b}{\delta^2}f''
\quad\Longrightarrow\quad
f''+\left(\frac{\gamma\delta^2\delta'}{D}\right)\eta^2f'=0.
\end{equation}
Hold $\eta$ fixed and vary $x$. The functions of $\eta$ do not change, so the bracket must be constant. Its value merely fixes the scale of $\delta$, and 3 is convenient:
\begin{equation}
\delta^2\delta'=\frac{3D}{\gamma}
\quad\Longrightarrow\quad
\frac{\delta^3}{3}=\frac{3Dx}{\gamma}
\quad\Longrightarrow\quad
\delta=\left(\frac{9Dx}{\gamma}\right)^{1/3}.
\label{delta}
\end{equation}
The integration constant is zero because the liquid is undepleted at $x=0$: every $y>0$ must there correspond to $\eta\to\infty$.

\textit{Q.} A layer growing by diffusion alone thickens as the square root of time. What turns that into a cube root?

\textit{A.} The time available depends on the thickness. Liquid at height $\delta$ moves at speed $\gamma\delta$ and has been over the plate for a time of order $x/(\gamma\delta)$. Diffusion then gives $\delta^2\sim Dx/(\gamma\delta)$, or $\delta^3\sim Dx/\gamma$. As the layer thickens, its outer part reaches faster liquid, which slows the growth with distance.

\section{The current density}

\textit{Q.} You have a thickness, but not yet a current.

\textit{A.} With the bracket equal to 3, $f''=-3\eta^2f'$. One integration gives $f'=A e^{-\eta^3}$. Since $f(0)=0$ and $f(\infty)=1$,
\begin{equation}
1=A\int_0^\infty e^{-s^3}ds
=\frac A3\int_0^\infty t^{-2/3}e^{-t}dt
=\frac A3\Gamma\!\left(\tfrac13\right)=A\,\Gamma\!\left(\tfrac43\right),
\end{equation}
where $t=s^3$. Thus
\begin{equation}
f(\eta)=\frac{1}{\Gamma(4/3)}\int_0^\eta e^{-s^3}ds,
\qquad f'(0)=\frac1{\Gamma(4/3)},\qquad \Gamma(4/3)=0.8930.
\end{equation}
The ion flux towards the wall is $D\,\partial c/\partial y$ at $y=0$, and each mole carries charge $nF$. Therefore
\begin{equation}
i(x)=\frac{nFDc_b}{\Gamma(4/3)\,\delta(x)}
=\frac{nFc_b}{\Gamma(4/3)}\left(\frac{2UD^2}{3hx}\right)^{1/3}.
\label{current}
\end{equation}
The second form uses $\gamma/9=2U/(3h)$. At fixed flow and composition, $i\propto x^{-1/3}$: the current density halves when the distance increases eightfold.

\textit{Q.} Show me numbers.

\textit{A.} Take copper deposition, $n=2$, with $c_b=0.05$ mol/L, $D=6\times10^{-6}$ cm$^2$/s, $h=0.5$ cm, $U=10$ cm/s and a cathode of length $L=5$ cm. Then $\gamma=6(10)/0.5=120$ s$^{-1}$, and
\begin{equation}
\delta(L)=\left[\frac{9(6\times10^{-6})(5)}{120}\right]^{1/3}\text{cm}
=0.0131\ \text{cm}.
\end{equation}
In these units $c_b=5\times10^{-5}$ mol/cm$^3$, so
\begin{equation}
i(L)=\frac{2(96485)(6\times10^{-6})(5\times10^{-5})}{0.893\times0.0131}
\ \frac{\text{A}}{\text{cm}^2}=4.95\ \frac{\text{mA}}{\text{cm}^2}.
\end{equation}
At $x=0.625$ cm, one eighth of the length, it is twice as large, 9.9 mA/cm$^2$. Yet the stream loses only about 0.08\% of its copper over the whole plate. The fall in current comes from the thickening layer, not from an exhausted bulk.

\section{The infinite value at the edge}

\textit{Q.} Your formula is infinite at $x=0$. Does that not spoil the total current?

\textit{A.} The singularity is integrable:
\begin{equation}
\bar i=\frac1L\int_0^L i(L)\left(\frac xL\right)^{-1/3}dx=\frac32\,i(L).
\label{mean}
\end{equation}
The example gives $\bar i=7.42$ mA/cm$^2$.

The total can also be found without integrating along the wall. The ions missing from the stream at $x=L$ must have been deposited. Per unit width, their rate is
\begin{align}
\int_0^\infty\gamma y(c_b-c)\,dy
&=\gamma c_b\delta^2\int_0^\infty\eta(1-f)\,d\eta
=\frac{\gamma c_b\delta^2}{2}\int_0^\infty\eta^2f'\,d\eta\nonumber\\
&=\frac{\gamma c_b\delta^2}{6\,\Gamma(4/3)}
=\frac{3DLc_b}{2\,\Gamma(4/3)\,\delta(L)}.
\end{align}
The second equality is integration by parts, with vanishing end terms. The third uses $\int_0^\infty\eta^2e^{-\eta^3}d\eta=1/3$, and the last uses $\gamma=9DL/\delta^3$. Multiplication by $nF/L$ returns (\ref{mean}).

For a dimensionless form, let $d=2h$ be the hydraulic diameter and define $\mathrm{Sh}=\bar i\,d/(nFDc_b)$. Since $\gamma=12U/d$,
\begin{equation}
\mathrm{Sh}=\frac{3}{2\Gamma(4/3)}\frac{d}{\delta(L)}
=\frac{3}{2\Gamma(4/3)}\left(\frac43\,\frac{Ud}{D}\frac dL\right)^{1/3}
=1.849\left(\mathrm{Re\,Sc}\,\frac dL\right)^{1/3},
\end{equation}
where $\mathrm{Re}=Ud/\nu$, $\mathrm{Sc}=\nu/D$ and $\nu$ is the kinematic viscosity. The example has $\mathrm{Sh}=128$.

\textit{Q.} An integrable infinity is still not the true current at the edge.

\textit{A.} No. There the neglected streamwise diffusion matters. Setting $\delta\sim x$ in $\delta^3\sim Dx/\gamma$ gives the length
\begin{equation}
\ell_e=\sqrt{D/\gamma},
\end{equation}
which is 2.24 $\mu$m here. For distances $r\ll\ell_e$ from the edge, convection is smaller than diffusion by a factor of order $\gamma r^2/D$, and (\ref{full}) reduces to Laplace's equation. With $\theta=0$ on the cathode and $\theta=\pi$ on the inert wall, $c\propto r^m\sin m\theta$ satisfies $c=0$ on the cathode. Zero flux through the inert wall requires $\cos m\pi=0$. The smallest positive root, $m=1/2$, dominates as $r\to0$, and the wall flux $(D/r)\,\partial c/\partial\theta$ varies as $x^{-1/2}$.

A two-dimensional numerical solution with $u=\gamma y$ and an inert upstream wall gave an exponent of $-0.49$ between $0.05\,\ell_e$ and $0.15\,\ell_e$; the grid-converged value over this range is $-0.47$, and $-1/2$ is reached only as $x\to0$. At $0.1\,\ell_e$ its current was about a quarter above the Leveque value; at $30\,\ell_e$, or 67 $\mu$m, the two agreed to about half a per cent. The approach is not monotonic: the current crosses the Leveque value a little beyond $\ell_e$ and lies about 1.4\% below it near $3\,\ell_e$. Close to the edge the grid limits the accuracy of these figures to a few per cent. By (\ref{mean}), the first 67 $\mu$m carries a fraction $(0.0067/5)^{2/3}\approx1.2\%$ of the Leveque total. If the cathode ends at $x=L$ and an inert wall follows, the same local argument applies there, so $i(L)$ from (\ref{current}) also fails within a few $\ell_e$ of the trailing edge.

\textit{Q.} So the current is still infinite, with a different power.

\textit{A.} In this model, yes, because $c=0$ is imposed right up to the edge. A surface reaction with finite rate constant $k$ consumes ions at the rate $kc_s$, where $c_s$ is the surface concentration. This cannot exceed a value of order $kc_b$. The condition $c_s\approx0$ needs $k\gg D/\delta$, which fails sufficiently close to the edge.

\section{The curved velocity profile}

\textit{Q.} You replaced a parabola by its tangent. How much does that cost?

\textit{A.} The leading correction can be found in closed form. Let $\epsilon=\delta/h$, so that $u=\gamma y(1-\epsilon\eta)$, and write $c/c_b=f(\eta)+\epsilon f_1(\eta)$. Because $\epsilon\propto\delta$, $\epsilon'=\epsilon\delta'/\delta$. Using $\gamma\delta^2\delta'/D=3$, the balance becomes
\begin{equation}
3\eta(1-\epsilon\eta)\left[-\eta f'-\epsilon\eta f_1'+\epsilon f_1\right]
=f''+\epsilon f_1''.
\end{equation}
The terms of first order in $\epsilon$ give
\begin{equation}
f_1''+3\eta^2f_1'-3\eta f_1=3\eta^3f',\qquad f_1(0)=f_1(\infty)=0.
\label{first}
\end{equation}
Only the wall slope $f_1'(0)$ is needed. With the right side set to zero, one solution is $\eta$, as substitution shows. Reduction of order gives a second, decaying one:
\begin{equation}
v=\eta\int_\eta^\infty\frac{e^{-s^3}}{s^2}\,ds,\qquad v(0)=1.
\end{equation}
Multiply (\ref{first}) by $e^{\eta^3}v$, subtract $e^{\eta^3}f_1$ times the equation for $v$, and integrate. The left side is a total derivative:
\begin{equation}
\left[e^{\eta^3}(vf_1'-v'f_1)\right]_0^\infty
=\frac{3}{\Gamma(4/3)}\int_0^\infty\eta^3v\,d\eta.
\end{equation}
The upper limit vanishes and the lower one contributes $-f_1'(0)$. On the right, exchange the order of integration:
\begin{equation}
\int_0^\infty\eta^4\!\int_\eta^\infty\frac{e^{-s^3}}{s^2}\,ds\,d\eta
=\int_0^\infty\frac{s^3}{5}e^{-s^3}ds=\frac{\Gamma(4/3)}{15}.
\end{equation}
So $f_1'(0)=-1/5$, and to first order
\begin{equation}
i(x)=nFDc_b\left[\frac{1}{\Gamma(4/3)\,\delta(x)}-\frac{1}{5h}\right].
\label{corrected}
\end{equation}
The parabola lies below its tangent, so less fresh liquid is supplied and the current falls. The deficit is the same at every $x$ to this order. In the example it is $5.79\times10^{-5}/2.5$ A/cm$^2=0.023$ mA/cm$^2$, or 0.47\% of $i(L)$.

Numerical solutions without streamwise diffusion, for linear and parabolic flow, gave 4.947 and 4.924 mA/cm$^2$ at $x=L$. At $x=0.625$ cm they gave 9.895 and 9.871, almost the same difference. The parabolic currents at four positions from 0.625 to 5 cm fit a power of $-0.3345$. It is slightly steeper than $-1/3$, as subtracting a constant from a falling power law requires.

\textit{Q.} Does the law then hold for any long plate?

\textit{A.} No. It needs $\delta\ll h$. The formula reaches $\delta=h$ at
\begin{equation}
x_f=\frac{\gamma h^3}{9D}=\frac{2Uh^2}{3D},
\end{equation}
about 2.8 km here. With an impermeable opposite wall, the computed current at that distance is 0.385 of the Leveque value. The law must fail by then: with (\ref{mean}), it would deposit over that length $1/\Gamma(4/3)=1.12$ times all the copper that enters. At fixed $U$ and $D$, $x_f$ falls as $h^2$, so the restriction matters much sooner in narrow channels.

\section{The real plating cell}

\textit{Q.} Would a real copper cell obey these numbers?

\textit{A.} The parameters are rough values for a limiting-current test in dilute copper sulfate with 1.5 mol/L sulfuric acid near room temperature. A bath with much more copper would have a higher limiting current, and the dilute assumptions would be poorer. Here $\mathrm{Re}=833$, in the laminar range. An error in $D$ passes into the current: since $i\propto D^{2/3}$, a 10\% larger value raises the current by 6.6\%.

\textit{Q.} You promised an estimate of migration.

\textit{A.} Consider a stagnant film of thickness $b$, with H$^+$ at concentration $p$ and HSO$_4^-$ at $a$ as the other ions. This is a simplified description of the acid. With $\phi$ the potential in units of $RT/F$, and $J$ the copper flux towards the wall,
\begin{equation}
\frac JD=c'+2c\phi',\qquad p'+p\phi'=0,\qquad a'-a\phi'=0,\qquad a=2c+p.
\end{equation}
The middle two equations state that these ions have no net flux. They give $(ap)'=0$ and $2c\phi'=(a-p)\phi'=a'+p'$, hence $J/D=(c+a+p)'$. At the wall $c=0$, so $a=p=\sqrt{a_bp_b}$, where $b$ as a subscript denotes bulk. Integrating across the film,
\begin{equation}
\frac{Jb}{Dc_b}=1+\frac{(\sqrt{a_b}-\sqrt{p_b})^2}{c_b}.
\end{equation}
With $p_b=1.5$, $a_b=1.6$ and $c_b=0.05$ mol/L, migration raises the flux through this film by 3.2\%. In the flowing layer the stream also carries the other ions, and their diffusivities matter, so the film gives only the order of magnitude of the effect.

\textit{Q.} Depleted liquid is lighter. Does it not rise?

\textit{A.} It can. A cathode facing upwards has light liquid beneath heavy, which may overturn; I do not estimate that case. On a vertical cathode the layer is pushed upwards along the wall. The buoyant force per unit area is $g\,\Delta\rho\,\delta\int_0^\infty(1-f)\,d\eta$. Counting the missing salt alone, $\Delta\rho\approx0.008$ g/cm$^3$; this is an overestimate, since migration raises the acid concentration at the wall (to about 1.55 mol/L in the film above) and offsets part of the drop. Dividing by the viscosity gives a shear difference across the layer of about 4 s$^{-1}$ at $x=L$, against 120 s$^{-1}$ from the flow. If all of it were added to the shear, the current would rise by about 1\%. The wall-normal velocity $v_w$ due to deposition, taken as the copper mass flux divided by the solution density, is smaller in effect: $v_w\delta/D\approx0.3\%$.

\textit{Q.} What must the builder of such a cell provide?

\textit{A.} First, an inert entry length. For an estimate, replace the stream by uniform velocity $U$. A small disturbance $w$ of the streamwise velocity then obeys $U\,\partial w/\partial x=\nu\,\partial^2w/\partial z^2+P(x)$, with $z$ measured from mid-gap and $P$ the pressure force per unit mass, taken uniform across the gap. A symmetric solution that decays exponentially along $x$ and vanishes at both walls has the shape $\cos(2kz/h)-\cos k$, the constant being balanced by $P$. It must carry no net flow. Zero mean requires $\tan k=k$, whose first positive root is 4.49. Matching the cosine terms in the equation gives decay as $e^{-x/\ell}$ with $\ell=U(h/2)^2/(\nu k^2)$. With $\nu=0.012$ cm$^2$/s, decay of such a symmetric disturbance to 1\% takes about 12 cm, longer than the cathode itself. An antisymmetric disturbance of shape $\sin(2\pi z/h)$ also vanishes at the walls and carries no net flow. It has $k=\pi$ in the same estimate and decays more slowly, so an uneven inlet needs a longer entry. The uniform stream overstates this length: linearising about the parabolic profile instead gives about 13 cm for the symmetric disturbance and 17 cm for the antisymmetric one.

Second, the potential must keep the whole cathode at its limiting current without starting another reaction. At a conductivity of 0.5 S/cm, the mean current causes an ohmic drop of about 7 mV across the gap, which the available potential window must accommodate. The surface must also stay smooth compared with $\delta$. Below the limiting current $c$ is not zero at the wall, and the $x^{-1/3}$ distribution no longer follows from this derivation. The numerical check contains the input values used here.

\section*{Numbers as computed}
\begin{verbatim}
Diffusivity D = 6.00e-06 cm^2/s; copper = 0.050 mol/L
Acid = 1.50 mol/L; kinematic viscosity = 0.0120 cm^2/s
Gap h = 0.50 cm; mean velocity U = 10.0 cm/s; length L = 5.0 cm
Faraday constant = 96485.33 C/mol; electrons per ion = 2
Gamma(4/3) by quadrature = 0.89298
Wall shear rate = 120.0 1/s
Reynolds number (2h) = 833; Schmidt number = 2000
Similarity thickness delta(L) = 131.0 um
Nernst thickness at L = 117.0 um
delta(L)/h = 0.0262
Local current density, mA/cm^2: Leveque | linear flow | parabolic flow
  x = 0.625 cm: 9.895 | 9.895 | 9.871
  x = 1.250 cm: 7.854 | 7.853 | 7.830
  x = 2.500 cm: 6.233 | 6.233 | 6.210
  x = 5.000 cm: 4.947 | 4.947 | 4.924
Fitted exponent of x, parabolic flow = -0.3345
Current factor on doubling U, parabolic flow = 1.2612
Mean current density, Leveque = 7.421 mA/cm^2
Mean from ion deficit, linear flow = 7.421 mA/cm^2
Mean from ion deficit, parabolic flow = 7.398 mA/cm^2
Sherwood coefficient K = 1.8488
Mean Sherwood number (2h), linear flow = 128.19
Copper removed from stream = 0.077 %
Profile curvature changes i(L) by -0.47 %
Distance where delta = h: 2778 m
True/Leveque current there = 0.385
Edge length sqrt(D/shear) = 2.24 um
Exponent at 0.05 to 0.15 edge lengths = -0.491
2D/Leveque current at 0.1 edge lengths = 1.268
2D/Leveque current at 30 edge lengths = 0.995
30 edge lengths = 67 um
Migration raises film flux by 3.23 %
Density drop at wall, salt only = 0.0080 g/cm^3
Buoyant shear, vertical cathode at L = 3.97 1/s
Buoyant shear / flow shear = 3.31 %
Current change if all added to shear = 1.09 %
Deposition velocity * delta / D at L = 0.33 %
Conductivity = 0.50 S/cm; ohmic drop = 7.4 mV
Flow development length to 1 %, estimate = 11.9 cm
Current change for 10 % larger D = 6.56 %
\end{verbatim}
